# Adsorbates and the Sheet Resistance of a Thick Metal Film

**Question.** A fixed number of adsorbates per unit area sits on one face of a metal film. In thick films the resistivity that they add falls as $1/d$ with the film thickness $d$. Why does the sheet resistance that they add fall as $1/d^2$?

**Answer.** The sheet resistance is $R=\rho/d$, where $\rho$ is the effective resistivity of the whole film. Compare a clean and a covered film of the same thickness, and write $\Delta$ for covered minus clean:

$$\Delta R=\frac{\Delta\rho}{d}.$$

This accounts for one factor $1/d$ between the two quantities. It does not say why $\Delta\rho$ itself falls as $1/d$. For that we must see what the adsorbates do to the current.

## The mechanism

Electrons that drift along the film lose drift when a face scatters them diffusely. They regain it from the field within about one bulk mean free path $\lambda$. If $d\gg\lambda$, the damage stays in a thin layer under the face, and the metal deeper down is unaffected. At a given field the adsorbates therefore remove the same current per unit width from every thick film. In other words, they remove a fixed sheet conductance.

Now hold the sheet current $K$ (current per unit width) fixed instead. Three things follow:

- A thicker film needs a smaller field, $E=KR\propto 1/d$.
- The current lost near the face is proportional to that field, so it also falls as $1/d$.
- To restore the lost current, the field must rise by the lost current times the sheet resistance of the covered film. This brings a second factor $1/d$.

The extra field divided by $K$ is $\Delta R$, which therefore goes as $1/d^2$. The clean sheet resistance goes as $1/d$, so the fractional rise $\Delta R/R$ goes as $1/d$, like $\Delta\rho$.

## How much conductance a face removes

Take a spherical Fermi surface, one relaxation time $\tau$ and classical transport. The field points along $x$ and the film normal is $z$. Let $f_0$ be the equilibrium distribution, $f_1$ its steady change and $e>0$ the elementary charge. To first order in the field, the Boltzmann equation for electrons of charge $-e$ is

$$v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eE\,v_x\frac{\partial f_0}{\partial\varepsilon}.$$

In the bulk the first term vanishes and $f_1=eE\tau v_x\,\partial f_0/\partial\varepsilon$. Near a face, write $f_1$ as this bulk value times a factor $g$, the relative drift. Let $\mu$ be the cosine between the velocity and the normal, taken positive, and let $z$ be the distance travelled away from the face. With $v_z\tau=\lambda\mu$, the equation becomes

$$\lambda\mu\frac{dg}{dz}+g=1.$$

A face reflects a fraction $p$ of the electrons specularly, which preserves $v_x$. The rest leave with no average drift. Hence $g_{\rm leaving}=p\,g_{\rm arriving}$ at the face. We take $p$ to be independent of angle.

In a thick film the arriving electrons have forgotten the far face: their drift differs from 1 by at most $\exp(-d/\lambda)$. So $g_{\rm arriving}=1$, and the leaving electrons start with $g=p$. The solution is

$$g=1-(1-p)\,e^{-z/(\lambda\mu)}.$$

Each direction contributes to the current in proportion to $v_x^2g$, because both the electron's velocity and its bulk drift contain $v_x$. Averaging $v_x^2$ around the normal gives a weight $1-\mu^2$. Bulk metal has $g=1$ for both the arriving and the leaving half of the electrons, and $2\int_0^1(1-\mu^2)\,d\mu=4/3$. The normalizing factor is therefore $3/4$.

The missing drift, integrated over depth, is $(1-p)\lambda\mu$. Expressed as a thickness of bulk metal, one face costs

$$\delta_{\rm face}=\frac34(1-p)\lambda\int_0^1(1-\mu^2)\mu\,d\mu
=\frac34(1-p)\lambda\left(\frac12-\frac14\right)=\frac{3}{16}(1-p)\lambda.$$

This is a dead thickness in the sense of lost conductance. The layer still carries current, but less than bulk metal would.

## What the adsorbates add

Let the clean top face have specularity $p_0$ and the bottom face $q$. With $n_a$ adsorbates per unit area, each making reflection diffuse over an effective area $\Sigma$, an arriving electron meets an adsorbate with probability $s=n_a\Sigma$. We assume that these areas do not overlap, so $s<1$. The covered face then has specularity $p_0(1-s)$. The dead thicknesses of the clean and covered films are

$$\delta_c=\frac{3}{16}\lambda(2-p_0-q),\qquad \delta_a=\delta_c+\Delta\delta,\qquad \Delta\delta=\frac{3}{16}\lambda\,p_0s.$$

If $p_0=0$, the clean face is already fully diffuse, and the adsorbates add nothing in this model.

With bulk resistivity $\rho_0$, the sheet conductance is $G=(d-\delta)/\rho_0$. The adsorbates change it by $-\Delta\delta/\rho_0$, which does not contain $d$. Inverting $G$ for both films and subtracting gives

$$\Delta R=\frac{\rho_0}{d-\delta_a}-\frac{\rho_0}{d-\delta_c}
=\frac{\rho_0\,\Delta\delta}{(d-\delta_a)(d-\delta_c)}.$$

The numerator is fixed, and each sheet resistance supplies one factor of thickness in the denominator. For $d\gg\delta_a$,

$$\Delta R\simeq\frac{\rho_0\,\Delta\delta}{d^2},\qquad
\Delta\rho=d\,\Delta R\simeq\frac{\rho_0\,\Delta\delta}{d}.$$

The first correction multiplies both by $1+(\delta_a+\delta_c)/d$, so the approach to the pure powers is slow.

The leading result does not depend on how pure the metal is. For $n$ electrons per unit volume, of mass $m$ and Fermi velocity $v_F$, we have $\rho_0=m/(ne^2\tau)$ and $\lambda=v_F\tau$. Their product $\rho_0\lambda=mv_F/(ne^2)$ contains no $\tau$, and

$$\Delta R\simeq\frac{3}{16}\,\frac{\rho_0\lambda\,p_0s}{d^2}.$$

A purer film loses more conductance at its face, but its smaller resistance compensates for this. The compensation holds only while $\lambda\ll d$: for the 100 nm film treated below, raising $\lambda$ from 10 to 30 nm at fixed $\rho_0\lambda$ raises $\Delta R$ by 11 %.

## When the faces are too close

The argument fails when $d$ is comparable to $\lambda$. The case $q=0$ shows how. Electrons leave the bottom face with no drift and reach the top with only $g=1-e^{-d/(\lambda\mu)}$, so the adsorbates have less drift to destroy. The deficit they cause is also cut off at the bottom face, after a depth integral of $\lambda\mu\,(1-e^{-d/(\lambda\mu)})$ instead of $\lambda\mu$. The extra dead thickness becomes

$$\Delta\delta(d)=\frac34\lambda\,p_0s\int_0^1(1-\mu^2)\mu\left(1-e^{-d/(\lambda\mu)}\right)^2d\mu.$$

It now depends on $d$, and it returns to $\frac{3}{16}\lambda p_0s$ when $d\gg\lambda$.

## Numbers for a cobalt film

Take rough typical values for cobalt near room temperature: $\rho_0=6\ \mu\Omega\,$cm (60 $\Omega\,$nm) and $\lambda=10$ nm. For the faces we assume $p_0=0.6$ and $q=0$, with a coverage of 2 per nm² and $\Sigma=0.1$ nm². Then $s=0.2$, and the top specularity drops by $p_0s=0.12$, from 0.60 to 0.48. The dead thicknesses are

$$\delta_c=\frac{3}{16}(10)(1.4)=2.625\ \text{nm},\qquad
\Delta\delta=\frac{3}{16}(10)(0.12)=0.225\ \text{nm}.$$

For $d=100$ nm the added sheet resistance is

$$\Delta R=\frac{60\times0.225}{97.150\times97.375}\ \Omega=1.427\ \text{m}\Omega.$$

The clean film has $R=0.616\ \Omega$, so the rise is 0.23 %. The kinetic equation, solved numerically with both faces present, gives:

| $d$ (nm) | $\Delta\rho$ ($\mu\Omega\,$cm) | $\Delta R$ (m$\Omega$) |
|---:|---:|---:|
| 100 | 0.01427 | 1.427 |
| 200 | 0.00694 | 0.347 |
| 400 | 0.00342 | 0.0855 |

Each doubling divides $\Delta\rho$ by slightly more than 2 and $\Delta R$ by slightly more than 4. Between 100 and 200 nm the exponents are $-1.04$ and $-2.04$; between 800 and 1600 nm they are $-1.005$ and $-2.005$. The excess comes from the dead thickness in the denominators. At 100 nm it makes $\Delta R$ 5.7 % larger than the pure $1/d^2$ law.

The chain at fixed current can be followed too. At $K=1$ A/cm the clean 100 nm film needs 0.616 V/cm. The adsorbates remove a conductance of $0.225/60\ \Omega^{-1}=3.75$ mS, so at this field 2.31 mA/cm is lost. Restoring it through the covered film takes another 1.427 mV/cm. At 200 nm the three numbers are 0.304 V/cm, 1.14 mA/cm and 0.347 mV/cm. The first two are roughly halved, and the last is roughly quartered.

At $d=\lambda=10$ nm the thick-film formula predicts 256 m$\Omega$, whereas the kinetic equation gives 170 m$\Omega$. At 20 nm the formula is still 8 % above the kinetic value. What fails here is the fixed lost conductance, not the power law: the extra dead thickness falls to 0.162 nm at 10 nm, yet the exponent of $\Delta R$ between 10 and 20 nm is still $-2.02$, and the pure $1/d^2$ law gives 135 m$\Omega$ at 10 nm. An exponent near $-2$ therefore does not show that a film is in the thick regime.

## How this compares with real cobalt

Cobalt is ferromagnetic, and its hexagonal crystal is anisotropic. The figures below are changes of $\Delta R$ at 100 nm relative to the model.

- Two independent spin channels, with a rough ratio of 3 in both conductivity and mean free path at fixed total conductivity, raise it by 27 % if the paths are 15 and 5 nm. The figure depends on this choice: paths of 12 and 4 nm leave it unchanged.
- A Fermi velocity 20 % lower along the normal, with the in-plane conductivity held fixed, lowers it by 21 %.
- Adsorbate scattering proportional to $\mu$, with the same average over the arriving flux, lowers it by 20 %.

These changes alter the dead thicknesses but leave them independent of $d$, so the limiting exponent remains $-2$. Heating from 300 to 400 K, with $\rho_0$ rising by a rough 50 % while $\rho_0\lambda$ and the specularities are held fixed, changes $\Delta R$ by only $-1.8$ %. Quantization across the film is a modest concern at this thickness: the largest subband spacing, $\pi\hbar v_F/d$, is 0.31 of the lifetime width $\hbar/\tau$ for $\lambda=10$ nm, and 0.47 for a channel with a 15 nm path.

The values of $p_0$ and $\Sigma$ are assumed, and $\Delta R$ is nearly proportional to each. Halving either roughly halves the result. In a real series of films, roughness and texture may change with thickness. Then $p_0$ is not constant, and the exponent can shift.

A reactive gas may also consume metal instead of merely scattering electrons. Losing a fixed thickness $t$ adds about $\rho_0t/d^2$, the same law. One atomic layer of cobalt, roughly 0.2 nm, would add 1.27 m$\Omega$ at 100 nm, close to the 1.43 m$\Omega$ from scattering. A measured $1/d^2$ dependence therefore does not identify the cause. Nor does it show by itself that the lost sheet conductance is fixed: for that, the clean sheet resistance must also fall as $1/d$. If the mean free path grows with thickness, as it can when thicker films have larger grains, the lost conductance grows too. Yet in this model, with unchanged faces, $\Delta R$ still falls nearly as $1/d^2$, because $\rho_0$ and $\lambda$ enter its leading term only through their product, which stays fixed. Grain boundaries that scatter some directions more than others leave the limiting exponent at $-2$ when the grain size is fixed. If the grain size follows the thickness they can shift it slightly: for grains of size $d/10$ with boundary reflection 0.3, the exponent between 100 and 200 nm is $-1.99$, against $-2.02$ for isotropic scattering of the same bulk resistivity.

## Calculated quantities

```
Rough cobalt inputs
bulk resistivity 6.0 uohm cm, mean free path 10 nm
coverage 2.0 per nm^2, diffuse area 0.10 nm^2
hit probability 0.20, bottom specularity 0.0
top specularity clean 0.60, covered 0.48
formula: dead thickness clean 2.625 nm
formula: dead thickness covered 2.850 nm
formula: extra dead thickness 0.2250 nm
formula: lost sheet conductance 3.750 mS
Kinetic solution: d (nm), clean R (ohm), added resistivity (uohm cm),
  added R (mohm), lost thickness (nm), added R by formula (mohm)
   10   7.84306  0.170003 170.003040  0.16230 256.015171
   20   3.44222  0.083827  41.913274  0.20969  45.304864
   50   1.26646  0.030175   6.035089  0.22469   6.043699
  100   0.61617  0.014271   1.427059  0.22500   1.427064
  200   0.30399  0.006939   0.346932  0.22500   0.346932
  400   0.15099  0.003422   0.085542  0.22500   0.085542
  800   0.07525  0.001699   0.021239  0.22500   0.021239
 1600   0.03756  0.000847   0.005292  0.22500   0.005292
Local exponents between d and 2d: added R, added resistivity, fraction
  100 nm: -2.0403 -1.0403 -1.0210
  200 nm: -2.0200 -1.0200 -1.0104
  400 nm: -2.0099 -1.0099 -1.0052
  800 nm: -2.0049 -1.0049 -1.0026
leading 1/d^2 law at 100 nm 1.3500 mohm, kinetic/leading 1.0571
fractional rise at 100 nm 0.2316 %
Fixed sheet current 1 A/cm: field, lost current, extra field
  100 nm: 0.61617 V/cm, 2.3106 mA/cm, 1.42706 mV/cm
  200 nm: 0.30399 V/cm, 1.1400 mA/cm, 0.34693 mV/cm
largest shift of added R on halving both meshes 7.1e-05 %
Neglected effects at 100 nm (change of added R)
two spin channels, rough ratio 3: +26.8 %
normal Fermi velocity 20 % lower: -20.9 %
angle-dependent scattering: -20.0 %
300 to 400 K: bulk resistivity +50 %, added R -1.8 %
free-electron density for this rho0*mfp 97.5 per nm^3
0.1 electron taken per adsorbate: 0.00205 nm of metal, 0.91 % of the scattering effect
Fermi wavelength 0.441 nm, subbands 453
largest subband spacing / lifetime width 0.31
loss of one atomic layer (rough 0.2 nm) adds 1.268 mohm
```
